# How shear moves, lowers and merges silicon's valleys near X, part 2

The problem is how a shear strain $\varepsilon_{xy}$ changes silicon's pair of conduction valleys on the z axis. Here $\varepsilon_{xy}$ is the tensor component, half the engineering shear angle. Spin-orbit coupling is left out.

Two bands touch at $X=(0,0,2\pi/a)$, where $a$ is the cubic lattice constant. The wave vector $k$ is measured from X along z, and $k_x,k_y$ are its transverse components. Energies are measured from the mean of the X doublet. The unstrained valleys lie at $k=\pm k_0$ with longitudinal mass $m_l$. The band coefficient is $A=1/(2m_l)$ in atomic units, or $\hbar^2/(2m_l)$ in ordinary units.

The shear couples the two bands with energy $D=\Xi\varepsilon_{xy}$, where $\Xi$ is the shear deformation potential. It includes the linear effect of the relative displacement of the two atomic sublattices. By symmetry, the product $k_xk_y$ enters through the same matrix as $\varepsilon_{xy}$. Diagonal strains shift the doublet without splitting it.

The two bands on the axis are

$$
E_\pm(k)=Ak^2\pm S(k),
$$

$$
S(k)=\sqrt{4A^2k_0^2k^2+D^2}.
$$

Without shear, the gap between them at the valley is $4Ak_0^2$. The dimensionless coupling is

$$
\eta=\frac{|D|}{2Ak_0^2}.
$$

For $\eta<1$ the minima have $S=2Ak_0^2$ and lie at

$$
k_{\min}=\pm k_0\sqrt{1-\eta^2},
$$

with energy

$$
E_{\min}=-Ak_0^2-\frac{D^2}{4Ak_0^2}.
$$

The drop from the unstrained minimum $-Ak_0^2$ is

$$
\Delta=\frac{D^2}{4Ak_0^2}.
$$

At $\eta=1$ the two minima merge at X. For $\eta\geq1$ the minimum stays there, with $E_{\min}=-|D|$.

If $k$ is instead held at $k_0$, the drop is

$$
\Delta_{\rm fixed}=2Ak_0^2\left(\sqrt{1+\eta^2}-1\right)
=Ak_0^2\left(\eta^2-\frac{\eta^4}{4}+\cdots\right).
$$

Q: If two valleys approach each other, the band between them must flatten. Does the longitudinal mass remain $m_l$?

A: No. Differentiate $S$ twice. Its first derivative is $4A^2k_0^2k/S$, and the quotient rule gives

$$
S''=\frac{4A^2k_0^2}{S}-\frac{(4A^2k_0^2k)^2}{S^3}
=\frac{4A^2k_0^2D^2}{S^3},
$$

where the last step uses $S^2-4A^2k_0^2k^2=D^2$. At the minimum, $S=2Ak_0^2$, and so

$$
S''=\frac{D^2}{2Ak_0^4}=2A\eta^2.
$$

The curvature of the lower band is therefore

$$
E_-''(k_{\min})=2A-2A\eta^2=2A(1-\eta^2),
$$

and the strained longitudinal mass is

$$
m_l'=\frac{m_l}{1-\eta^2}.
$$

The mass diverges at the merger because the quadratic term vanishes there. The band is then quartic at small $k$. Expanding $S$ at $|D|=2Ak_0^2$ gives $S=|D|+Ak^2-Ak^4/(4k_0^2)+\cdots$, hence $E_-=-|D|+Ak^4/(4k_0^2)+\cdots$. A parabolic mass is of no use at that point.

The barrier between the valleys is the energy at X minus the energy at the minimum. With $|D|=2\eta Ak_0^2$ and $\Delta=\eta^2Ak_0^2$,

$$
B=-|D|+Ak_0^2+\Delta=Ak_0^2(1-\eta)^2.
$$

Its first change is linear in the coupling, whereas the valley drop is quadratic. The barrier is thus the more sensitive of the two at small shear.

Q: Give me a case in silicon, with the arithmetic visible.

A: Take rough typical values: lattice constant 5.43 Å, $k_0=0.15(2\pi/a)$, longitudinal mass $0.92\,m_e$, and $\Xi=14$ eV for the tensor shear. Here $m_e$ is the free-electron mass. Let $\varepsilon_{xy}=0.005$. The converted wave vector and band coefficient are

$$
k_0=0.1736\ \text{Å}^{-1},\qquad
A=4.141\ \text{eV Å}^2.
$$

These give $Ak_0^2=0.1248$ eV, a merger coupling $2Ak_0^2=0.2495$ eV and a valley gap $4Ak_0^2=0.4990$ eV. The shear coupling is

$$
D=14\times0.005=0.070\ \text{eV},
$$

so

$$
\eta=\frac{0.070}{0.2495}=0.281.
$$

The drop is

$$
\Delta=\frac{(0.070)^2}{0.4990}=0.0098\ \text{eV}=9.8\ \text{meV}.
$$

The new valley position is $0.1736\sqrt{1-0.281^2}=0.1666$ Å$^{-1}$. The displacement towards X is 0.0070 Å$^{-1}$, or 0.070 nm$^{-1}$, which is 4% of $k_0$.

The longitudinal mass rises from $0.92\,m_e$ to $1.00\,m_e$. The barrier at X falls from 0.125 eV to 0.065 eV, nearly by half, although the valley itself has dropped by less than 0.01 eV. Had we held $k$ at $k_0$, the drop would have been 0.00963 eV instead of 0.00982 eV, so relaxation of the position supplies about 2% of the drop here.

Q: How close is this to your merger? A formula valid up to an inaccessible strain would be comforting.

A: Set $D=2Ak_0^2$. The required tensor shear is

$$
\varepsilon_{xy}=\frac{0.2495}{14}=0.018,
$$

about 3.6 times the strain in the example. The example is inside the two-valley regime. The estimate of the merger assumes that $\Xi$, $A$ and $k_0$ remain constant up to that strain, which the example does not establish.

Q: A device is not loaded by a pure shear. Someone pulls on it, and then the normal strains also move the valleys. Is your 9.8 meV even the main effect?

A: It is not the main change in relative valley energy under [110] tension. For a uniaxial stress $\sigma$ in that direction, the unit vector is $(1,1,0)/\sqrt2$, so $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\sigma/2$. Cubic elasticity gives $\sigma_{xy}=2c_{44}\varepsilon_{xy}$, hence

$$
\sigma=4c_{44}\varepsilon_{xy}.
$$

With the rough value $c_{44}=80$ GPa, the example needs $\sigma=4\times80\times0.005=1.6$ GPa.

The normal strains satisfy $\varepsilon_{xx}=\varepsilon_{yy}$, together with

$$
(c_{11}+c_{12})\varepsilon_{xx}+c_{12}\varepsilon_{zz}=\frac{\sigma}{2},
$$

$$
2c_{12}\varepsilon_{xx}+c_{11}\varepsilon_{zz}=0.
$$

The second equation states that the z faces are free of stress. Rough values $c_{11}=166$ GPa and $c_{12}=64$ GPa give $\varepsilon_{xx}=0.00443$ and $\varepsilon_{zz}=-0.00341$.

To linear order, cubic symmetry lets a z valley shift by $\alpha(\varepsilon_{xx}+\varepsilon_{yy})+\beta\varepsilon_{zz}$. For an x valley, exchange the roles of x and z. Subtracting the two shifts gives

$$
\delta E_z-\delta E_x=(\beta-\alpha)(\varepsilon_{zz}-\varepsilon_{xx}).
$$

The coefficient $\beta-\alpha$ is the uniaxial deformation potential, roughly 9 eV. The normal strains thus lower the z valleys relative to the x and y valleys by

$$
9\times(0.00341+0.00443)=0.071\ \text{eV}.
$$

This is about seven times the shear drop. The two add to a separation of 0.080 eV in this model. The sum assumes that the shear does not move the X mean relative to the x and y valleys, and that the normal strains leave $k_0$, the gap and the coupling unchanged. The first assumption is good but not exact: in the pseudopotential bands described below, pure shear separates the z and x valleys by 0.0092 eV, while the drop from the X mean is 0.0094 eV. At the X points of the x and y axes the corresponding couplings are $\varepsilon_{yz}$ and $\varepsilon_{xz}$, which vanish for this loading. Because the normal shift is linear in stress and the shear drop quadratic, halving the stress halves the first and quarters the second.

Q: Then why should a device engineer care about the shear term at all?

A: One reason is the transverse mass, which the normal strains do not split between [110] and $[1\bar10]$ in this model. Symmetry allowed $k_xk_y$ beside $\varepsilon_{xy}$. Away from the axis, replace

$$
D\to D+c\,k_xk_y
$$

and add the transverse kinetic energy $(k_x^2+k_y^2)/(2m_t)$, with $m_t$ the unstrained transverse mass. Minimizing over $k$ as before, for $D>0$ and close to the axis, gives

$$
E=\frac{k_x^2+k_y^2}{2m_t}-Ak_0^2-
\frac{(D+ck_xk_y)^2}{4Ak_0^2}.
$$

The part of the last term that is quadratic in transverse wave vector is

$$
-\frac{2Dc\,k_xk_y}{4Ak_0^2}=-\eta c\,k_xk_y.
$$

Along [110], at transverse distance $s$, one has $k_xk_y=s^2/2$. Along $[1\bar10]$ the product is $-s^2/2$. Comparing with $s^2/(2m)$ gives

$$
\frac1{m_{[110]}}=\frac1{m_t}-\eta c,
\qquad
\frac1{m_{[1\bar10]}}=\frac1{m_t}+\eta c.
$$

Q: The sign and size of $c$ decide which direction becomes light. Where do they come from? And could a large $c$ pull the minimum off the axis?

A: I obtained $c$ from an empirical pseudopotential calculation of silicon: a plane-wave diagonalization with a local potential fitted to a few Fourier components. The splitting at X for small $k_x=k_y$ gives the magnitude. Comparing the splittings along [110] and $[1\bar10]$ in the sheared crystal gives the sign relative to $D$. The result is $m_t|c|=0.79$, with $c$ negative for positive $D$.

Using the rough value $m_t=0.19\,m_e$,

$$
m_{[110]}=\frac{0.19\,m_e}{1+0.281\times0.79}=0.156\,m_e,
$$

$$
m_{[1\bar10]}=\frac{0.19\,m_e}{1-0.281\times0.79}=0.244\,m_e.
$$

In this model the inverse mass along the tensile axis rises by 22%. The full pseudopotential bands at the same shear give a smaller rise, about 18%. If the scattering time is held fixed and the valley is treated as parabolic over the occupied states, the mobility of the z valleys in that direction rises by the same fraction as the inverse mass. A change in scattering would alter that conclusion.

The minimum does stay on the axis. After minimization over $k$, the energy as a function of the coupling magnitude $u$ has slope $-u/(2Ak_0^2)$ below the merger and $-1$ above it. It therefore never falls faster than $u$ rises. With $\rho^2=k_x^2+k_y^2$ we have $|k_xk_y|\leq\rho^2/2$, so moving off axis lowers this part by at most $|c|\rho^2/2$. The kinetic cost is $\rho^2/(2m_t)$. For $m_t|c|<1$ the cost is larger, and 0.79 satisfies the condition.

Q: At room temperature the thermal energy exceeds your drop. Is a shift of 9.8 meV still visible?

A: Temperature does not erase it, but the population responds to more than the position of the band edge. Consider carriers dilute enough for Boltzmann statistics, and hold the chemical potential fixed relative to the X mean. On the axis, define

$$
Z(D)=\int_0^{5k_0}dk\left(e^{-E_-/k_BT}+e^{-E_+/k_BT}\right).
$$

The population is multiplied by $Z(D)/Z(0)$, which corresponds to an effective drop

$$
\Delta_T=k_BT\ln\frac{Z(D)}{Z(0)}.
$$

At 300 K, $k_BT=0.0259$ eV, and numerical quadrature gives $\Delta_T=0.0115$ eV. This is larger than the band-edge drop of 0.0098 eV.

Most of the excess follows from the heavier longitudinal mass. In a parabolic valley $Z$ is proportional to the square root of that mass, which adds

$$
\frac{k_BT}{2}\ln\frac{1}{1-\eta^2}=0.0011\ \text{eV}.
$$

The remaining 0.0006 eV comes from the nonparabolic shape of the lower band. The upper band holds less than 0.1% of $Z$, and including it lowers $\Delta_T$ by only 0.00002 eV. The integral leaves out the transverse mass change. In the parabolic approximation that change multiplies the population by $\sqrt{m_{[110]}m_{[1\bar10]}}/m_t=1.03$, worth a further 0.0006 eV. This is an underestimate: integrating the two-band energies over all three components of the wave vector, with the $c\,k_xk_y$ term included, gives about 0.0013 eV instead.

Q: All this still lives inside two bands. Silicon has others. How wrong is the two-band reduction?

A: The pseudopotential calculation gives an estimate. I used 108 plane waves and potential components of $-0.21$, 0.04 and 0.08 rydberg at squared reciprocal lengths 3, 8 and 11 in units of $(2\pi/a)^2$. A cubic spline with zero slope at both ends joined them to $-0.61$ rydberg at zero length and to zero at squared length 16, beyond which the potential was set to zero. The shear was again 0.005. The sublattices were displaced by half the amount that would keep the four bond lengths equal to first order.

This calculation has its own valley parameters, so the fair comparison puts those into the two-band formulas. Its unstrained valley lies at $0.1464(2\pi/a)$ from X, its longitudinal mass is $0.87\,m_e$, and half the X splitting under shear is 0.0726 eV. The two-band gap at the valley is then 0.501 eV, and the predicted drop is

$$
\frac{(0.0726)^2}{0.501}=0.0105\ \text{eV}.
$$

The full pseudopotential bands drop by 0.0094 eV relative to the mean energy at X. That is 11% less than the two-band prediction. The valley moves to $0.1399(2\pi/a)$, against a predicted $0.1401(2\pi/a)$. The last digits depend on the basis. With 254 or 468 plane waves the two valley positions fall by 0.0001 and 0.0002 in units of $2\pi/a$, the gaps at the valley fall by 0.001 eV and the half splitting rises by 0.0001 eV. The drop of 0.0094 eV and the 11% do not change.

Q: Can you say where the 11% comes from?

A: In part. The actual gap at the unstrained valley is 0.528 eV, about 5% larger than the two-band value. Since the leading drop is inversely proportional to the gap, this accounts for roughly half the difference. The rest may come from a coupling that varies between X and the valley, or from second-order shifts caused by remote bands. I have not separated those possibilities, so that assignment is a conjecture.

The pseudopotential model is itself approximate. It leaves out spin-orbit coupling and the nonlocal part of the atomic potential, and its strain response depends on the spline between the fitted components. If the second derivative of the spline, instead of its slope, is set to zero at both ends, the full-band drop rises by about a fifth. The 11% measures the reduction from many bands to two within that model. It is not an error relative to experiment.

Q: So what may I carry over to a real strained-silicon transistor?

A: The example's valley position, masses and deformation potentials are rough values for bulk silicon, and none is meant to be far from typical. A stress of 1.6 GPa is high but of the gigapascal order used in strained-silicon technology. The assumption most plainly broken by a device under uniaxial load is pure shear: including the normal strains changes the lowering of the z valleys relative to the others from 0.010 eV to 0.080 eV. A thin channel also confines the electrons and adds subband energies that depend on the masses. Those energies are absent here, so the bulk separation should not be read as a subband separation.

For bulk estimates, the quadratic drop can be used when $|D|$ is well below $2Ak_0^2$ and the parameters refer to the same tensor-strain convention. The drop scales as $\Xi^2\varepsilon_{xy}^2m_l/k_0^2$. With the other inputs fixed, a 10% increase in $\Xi$ raises it by 21%. That uncertainty can exceed the 11% found for the two-band reduction, so a second significant digit in the drop of 9.8 meV describes the chosen inputs and not the accuracy for a real crystal.
